Electronegativity equalisation: bordered equations, stability and Coulomb shielding

Three atoms A, B and C form a neutral model molecule. B has the lowest electronegativity, so without interactions between the atoms it would give up electrons. Yet when the atoms interact through bare 1/R Coulomb terms and their electronegativities are made equal, the charges come out as +0.168 on A, −0.229 on B and +0.061 on C, in units of e. B has gained electrons from both neighbours. The linear equations are satisfied, the charges sum to zero, and their sizes look reasonable. What has gone wrong, and how must the scheme be built so that its solution is always a true energy minimum?

## The energy and its parameters

Hartree atomic units are used. Let q_i be the net charge of atom i, positive when electrons have been lost. For an isolated atom, draw a parabola through the energies of cation, neutral atom and anion:

E_i(q) = E_i(0) + χ_i q + ½η_i q².

With ionization energy I and electron affinity A, the two ions require

E_i(+1) − E_i(0) = χ_i + ½η_i = I,
E_i(−1) − E_i(0) = −χ_i + ½η_i = −A.

Subtracting the second line from the first gives χ_i = (I + A)/2, the Mulliken electronegativity. Adding them gives η_i = I − A, the hardness.

In a molecule the charges also interact. Measured from the neutral atoms, the model energy is

E(q) = Σ_i (χ_i q_i + ½η_i q_i²) + Σ_{i<j} J_ij q_i q_j.

Collect the coefficients in a symmetric matrix H with H_ii = η_i and H_ij = J_ij. In ½qᵀHq each pair occurs twice and is halved, so

E(q) = χᵀq + ½qᵀHq.

This form underlies both the electronegativity equalisation method (EEM) and charge equilibration (QEq). The naive choice is J_ij = 1/R_ij, the interaction of point charges.

The example has these parameters, chosen as round numbers:

χ_A = 0.20, χ_B = 0.15, χ_C = 0.18 hartree,
η_A = 0.50, η_B = 0.40, η_C = 0.60 hartree,
R_AB = 1.8, R_BC = 2.4, R_AC = 3.0 bohr.

## The bordered system

The total charge Q is fixed. Introduce a multiplier μ and make

L = E(q) + μ(Σ_i q_i − Q)

stationary. The derivative with respect to q_i gives

χ_i + Σ_j H_ij q_j + μ = 0 for every i.

The first two terms are ∂E/∂q_i, the electronegativity of atom i inside the molecule. It equals −μ on every atom, which is the equalisation in the method's name. With the constraint as a last row, and 1 standing for the column of n ones,

[ H  1 ] [ q ]   [ −χ ]
[ 1ᵀ 0 ] [ μ ] = [  Q ].

Call the bordered matrix K. The multiplier has a physical meaning. If Q changes and the charges follow, then

dE/dQ = Σ_i (∂E/∂q_i)(dq_i/dQ) = −μ Σ_i dq_i/dQ = −μ,

because the charges sum to Q. Adding electrons lowers Q one for one, so μ = dE/dN is the electronic chemical potential of the model.

These equations ask for a stationary point. They do not ask whether it is a minimum.

## Where the wrong signs come from

Eliminate q_B = −q_A − q_C and equate the electronegativities of A and B:

χ_A + η_A q_A + J_AB q_B + J_AC q_C = χ_B + J_AB q_A + η_B q_B + J_BC q_C.

After substitution for q_B this becomes

a q_A + b q_C = −(χ_A − χ_B),
a = η_A + η_B − 2J_AB,
b = η_B + J_AC − J_AB − J_BC.

Equating C and B in the same way gives

b q_A + c q_C = −(χ_C − χ_B),
c = η_C + η_B − 2J_BC.

The right-hand sides are −0.05 and −0.03. The bare interactions are J_AB = 0.5556, J_BC = 0.4167 and J_AC = 0.3333 hartree, so

a = 0.90 − 1.1111 = −0.2111,
b = 0.40 + 1/3.0 − 1/1.8 − 1/2.4 = −0.2389,
c = 1.00 − 0.8333 = 0.1667.

The determinant is ac − b² = −0.0352 − 0.0571 = −0.0923, and Cramer's rule gives

q_A = [−0.05c + 0.03b]/(ac − b²) = (−0.0155)/(−0.0923) = +0.168,
q_C = [−0.03a + 0.05b]/(ac − b²) = (−0.0056)/(−0.0923) = +0.061.

Here both numerators are negative and so is the determinant, which makes A and C positive. The numerators depend on a, b and c as well as on the electronegativities (that of q_C is +0.0063 − 0.0119), so the reversal of all three signs is a feature of this example. What the negative determinant shows in general is that the energy curves upward along one neutral shift and downward along another.

The coefficient a shows the physical fault. Moving one electron from A to B changes the charges by d = (1, −1, 0). From the stationary point the energy changes by ½a = −0.106 hartree. Three times that shift changes it by nine times as much, −0.950 hartree. The attraction between the opposite charges outweighs the cost of making them, and the energy falls without limit. The "solution" is a saddle point.

## The condition the scheme must meet

Let q* be a stationary point and d a shift that leaves Q unchanged, so 1ᵀd = 0. Since E is quadratic,

E(q* + d) = E(q*) + dᵀ(χ + Hq*) + ½dᵀHd.

Stationarity says χ + Hq* = −μ1, so the linear term is −μ 1ᵀd = 0. Hence

E(q* + d) − E(q*) = ½dᵀHd,

with no higher terms. This leads to the requirement:

The charges are a unique minimum if and only if dᵀHd > 0 for every nonzero d with Σ_i d_i = 0.

If the condition holds, any stationary point is the unique minimum by the line above; that one exists is shown next. If dᵀHd < 0 for some neutral d, the energy is unbounded below along d. If the form is never negative but vanishes for some nonzero d, moving from a minimum along d costs nothing, so a minimum cannot be unique.

Positivity is needed on neutral shifts alone. The cost of changing the total charge is irrelevant when Q is fixed.

To connect this with K, let the columns of Z be an orthonormal basis of the neutral shifts, and let u = 1/√n be the remaining unit vector. Define

M = ZᵀHZ, g = ZᵀHu, h = uᵀHu.

Since Zᵀ1 = 0 and uᵀ1 = √n, the matrix K in the basis (Z, u, multiplier) is

[ M   g   0  ]
[ gᵀ  h   √n ]
[ 0   √n  0  ].

Subtract g_k/√n times the last row from row k of the first block, and do the same with the columns. This removes g and leaves M untouched, because the last row has zeros beneath M. What remains is M and the separate block

[ h   √n ]
[ √n  0  ],

whose determinant is −n. The operations have unit determinant, so

det K = −n det M.

The small block has one positive and one negative eigenvalue. A congruence preserves the numbers of positive and negative eigenvalues, so K has one more of each than M.

If M is positive definite, det K ≠ 0 and the stationary point exists. K then has one negative eigenvalue. The converse warning matters in practice: a nonsingular K guarantees a unique stationary point, not a minimum. In the bare example M has eigenvalues −0.122 and 0.252 hartree, and K has two negative eigenvalues. A linear solver has no reason to object.

For Q = 0 the energy gives another warning. Multiplying χ + Hq* = −μ1 by q*ᵀ gives χᵀq* = −q*ᵀHq*, so

E(q*) = ½χᵀq* = −½q*ᵀHq*.

A stable model therefore cannot end above the neutral atoms. Equivalently χᵀq* ≤ 0: on balance electrons move towards higher electronegativity. With more than two atoms this does not fix the sign of the charge on any single atom. The bare solution lies at +0.0051 hartree.

## How close bare charges may come

For a shift between atoms i and j the condition reads

η_i + η_j − 2J_ij > 0.

With J_ij = 1/R_ij this means

R_ij > 2/(η_i + η_j).

For A and B the limit is 2/0.90 = 2.22 bohr, and the bond is 1.8 bohr. Bare Coulomb terms are thus not wrong in every geometry. An EEM parameter set with large enough hardnesses can be stable over the distances for which it is used. But for any finite hardnesses, a close enough pair destroys the minimum. A scheme meant for all geometries needs shielding at short range.

The pair condition is necessary, not sufficient. Stretch the whole molecule by a factor s. The diagonal part D of H stays fixed while the bare off-diagonal part C becomes C/s. Stability requires dᵀDd + dᵀCd/s > 0, or

s > −dᵀCd/dᵀDd for every nonzero neutral d.

The critical scale is the largest value of the right-hand side, a generalized eigenvalue. It is 1.276 here. The AB pair alone would require 2.222/1.8 = 1.235. Between these values every pair passes and the molecule still fails, because a shift involving all three atoms gains from two attractions at once.

Near the critical scale the charges diverge. Let v_k and λ_k be the orthonormal eigenvectors and eigenvalues of M. For Q = 0 write q = Zy; multiplying the stationarity condition by Zᵀ gives My = −Zᵀχ, so

y = −Σ_k v_k (v_kᵀZᵀχ)/λ_k.

As one λ_k passes through zero, its term grows without bound and changes sign, unless χ has no component along that shift. In the example q_B is +6.3 one per cent above the critical scale and −6.2 one per cent below it. The first value belongs to a true minimum and is still absurd. Positivity makes the problem well posed; sensible charges also need eigenvalues well away from zero.

## Shielding that carries a guarantee

The divergence of 1/R comes from treating atoms as points. Give each atomic charge a normalised Gaussian density of width σ_i,

ρ_i(r) = (2πσ_i²)^(−3/2) exp(−|r − R_i|²/2σ_i²),

and let J_ij be the Coulomb integral of two such densities. The Fourier transform of a Gaussian centred at the origin is exp(−k²σ_i²/2), and that of 1/r is 4π/k². With s² = σ_i² + σ_j², and 4π/(2π)³ = 1/(2π²),

J_ij = (1/2π²) ∫d³k exp(−k²s²/2) exp(ik·R)/k².

The angular integral of exp(ik·R) is 4π sin(kR)/(kR), and d³k supplies k², which cancels 1/k²:

J_ij = (2/πR) F(R), F(R) = ∫₀^∞ dk exp(−k²s²/2) sin(kR)/k.

Differentiating with respect to R removes the 1/k and leaves a standard Gaussian integral:

dF/dR = ∫₀^∞ dk exp(−k²s²/2) cos(kR) = √(π/2) exp(−R²/2s²)/s.

Since F(0) = 0, integration from 0 to R gives F = (π/2) erf(R/(√2 s)), and

J_ij = erf(R_ij/√(2(σ_i² + σ_j²)))/R_ij.

At large R the error function tends to 1 and the point-charge law returns. At small R, erf(x) ≈ 2x/√π, so J_ij tends to √(2/π)/s. For an atom with itself s = √2 σ_i, hence

J_ii = 1/(√π σ_i).

Setting this self-repulsion equal to the hardness fixes the width, σ_i = 1/(√π η_i). The widths are 1.128, 1.410 and 0.940 bohr for A, B and C. Identifying all of η_i with classical self-repulsion is a modelling choice, and it is what ties the diagonal of H to the rest.

Now dᵀHd = Σ_ij d_i d_j J_ij is twice the electrostatic energy of the single density Σ_i d_i ρ_i. In Fourier space,

dᵀHd = (1/2π²) ∫d³k |Σ_i d_i exp(−k²σ_i²/2) exp(−ik·R_i)|²/k² ≥ 0.

It vanishes only if Σ_i d_i ρ_i is zero everywhere. Suppose no two atoms share both centre and width. Go to infinity along a direction in which the different centres have different projections. The widest Gaussian decays most slowly, and among equal widths the one with the farthest projection dominates. Its coefficient must be zero; removing it and repeating the argument shows that all d_i vanish. So H is positive definite for every geometry without coincident identical atoms, on all shifts and therefore on neutral ones.

The argument allows some freedom. If η_i exceeds J_ii, the excess adds a nonnegative term (η_i − J_ii)d_i². The densities need not be Gaussian either. For other shapes, such as the s-type Slater densities used in QEq, the integral is again that of a squared modulus, and it is strictly positive as long as the atomic densities are linearly independent. The shape alone does not secure a given parameter set. The argument applies when all J_ij come from one set of atomic densities and no η_i is below the self-repulsion. These conditions are sufficient, not necessary: with the widths of A and B kept fixed, that pair alone would remain stable at every distance even if η_A were lowered to 0.49 hartree, because 2J_AB never exceeds 0.884 hartree.

## Why a bounded interaction is not enough

It is tempting to cap 1/R by a simpler formula. For equal atoms, take

J(R) = (R³ + η⁻³)^(−1/3).

This equals η at R = 0 and is smaller elsewhere, so every pair satisfies 2η − 2J > 0. Place three such atoms on a line with spacing h and take the neutral shift d = (1, −2, 1). The diagonal contributes (1 + 4 + 1)η, the two neighbour pairs 2·2·(−2)J(h), and the end pair 2J(2h):

dᵀHd = 6η − 8J(h) + 2J(2h).

For small x = ηh, J(h) ≈ η(1 − x³/3) and J(2h) ≈ η(1 − 8x³/3). The constants cancel, leaving

dᵀHd ≈ ηx³(8/3 − 16/3) = −(8/3)ηx³ < 0.

With η = 0.50 hartree and h = 1.0 bohr the full form is −0.052 hartree, although the neighbour pair has curvature +0.0385. Gaussian shielding gives +0.037 hartree for the same shift. The capped formula becomes stable for this trio above a spacing of 1.34 bohr. That threshold belongs to the trio alone: with the same η, four equally spaced atoms on a line need about 1.7 bohr and ten need about 2.0 bohr. The formula may serve where atoms stay far enough apart, but it carries no guarantee, and M must be checked for each structure.

## The repaired molecule

The shielded interactions are J_AB = 0.3783, J_BC = 0.3513 and J_AC = 0.3196 hartree. The same coefficients as before are now

a = 0.90 − 0.7567 = 0.1433,
b = 0.40 + 0.3196 − 0.3783 − 0.3513 = −0.0100,
c = 1.00 − 0.7026 = 0.2974,

and ac − b² = 0.0425. Cramer's rule gives

q_A = (−0.0149 − 0.0003)/0.0425 = −0.357,
q_C = (−0.0043 − 0.0005)/0.0425 = −0.113,
q_B = 0.357 + 0.113 = +0.470.

The numerators are negative as before, but the determinant is positive, and B now loses electrons. The eigenvalues of M are 0.059 and 0.242 hartree. Atom B has electronegativity

0.15 + 0.40(0.470) − 0.3783(0.357) − 0.3513(0.113) = 0.163 hartree,

so μ = −0.163 hartree, or −4.44 eV. The energy is ½χᵀq = −0.0106 hartree, below the neutral atoms.

A survey of 200 random five-atom clusters, in a cube of side 6 bohr with hardnesses between 0.3 and 0.7 hartree, found all of them stable with shielding and 44 stable without it. In 146 clusters some pair was closer than its bare limit, and all of these were unstable. The other 10 bare failures were therefore collective, with every pair passing. The numerical check also checks the Gaussian integrals by real-space quadrature and the shielded charges by direct minimisation.

## The algorithm

1. Choose χ_i and η_i, and atomic densities whose self-repulsion does not exceed η_i.
2. Build H from η_i and the Coulomb integrals J_ij.
3. Attempt a Cholesky factorisation of M = ZᵀHZ, or check that K has exactly one negative eigenvalue and no zero eigenvalue. Reject the model if M is not positive definite. A very small eigenvalue warns of exaggerated charges.
4. Solve the bordered system for q and μ.
5. Check that Σ_i q_i = Q and that χ_i + Σ_j H_ij q_j equals −μ on every atom.

If H itself is positive definite, as with the density-based construction, step 4 can be done without K. From q = −H⁻¹(χ + μ1) and 1ᵀq = Q,

μ = −(Q + 1ᵀH⁻¹χ)/(1ᵀH⁻¹1).

Shielding does not cure the parabola. For two atoms with Q = 0, the first of the two equations above, without C, gives

q_A = −(χ_A − χ_B)/(η_A + η_B − 2J_AB).

As R → ∞, J_AB → 0 and a fractional charge −(χ_A − χ_B)/(η_A + η_B) survives. Yet separated atoms should be neutral whenever removing an electron from either costs more than the other gains by accepting it. The minimum is then unique and stable, but it is the minimum of an energy function that does not describe dissociation.

Values computed for the example and the checks

```
atom A: chi = 0.20 hartree, eta = 0.50 hartree, Gaussian width = 1.1284 bohr
atom B: chi = 0.15 hartree, eta = 0.40 hartree, Gaussian width = 1.4105 bohr
atom C: chi = 0.18 hartree, eta = 0.60 hartree, Gaussian width = 0.9403 bohr
pair AB: R = 1.8 bohr, bare J = 0.5556, shielded J = 0.3783 hartree
  pair curvature eta+eta-2J: bare -0.2111, shielded 0.1433 hartree
  bare critical distance = 2.2222 bohr
pair BC: R = 2.4 bohr, bare J = 0.4167, shielded J = 0.3513 hartree
  pair curvature eta+eta-2J: bare 0.1667, shielded 0.2974 hartree
  bare critical distance = 2.0000 bohr
pair AC: R = 3.0 bohr, bare J = 0.3333, shielded J = 0.3196 hartree
  pair curvature eta+eta-2J: bare 0.4333, shielded 0.4607 hartree
  bare critical distance = 1.8182 bohr
shielded charges A,B,C (e): -0.3567 0.4696 -0.1129
shielded mu = -0.16323 hartree = -4.442 eV
shielded minimum energy = -0.010612 hartree
shielded q^T H q = 0.021224 hartree
shielded reduced eigenvalues (hartree): 0.0586 0.2419
bare charges A,B,C (e): 0.1680 -0.2288 0.0608
bare mu = -0.17715 hartree
bare stationary energy = 0.005113 hartree
bare reduced eigenvalues (hartree): -0.1221 0.2518
negative eigenvalues of bordered matrix: shielded 1, bare 2
bare energy change, 1 e moved from A to B-type shift (1,-1,0): -0.1056 hartree
bare energy change, shift 3*(1,-1,0): -0.9500 hartree
bare critical scale: whole molecule 1.2760, pair condition alone 1.2346 (dimensionless)
AB distance at critical scale = 2.2968 bohr
bare charges 1% above critical scale (e): -4.880 6.287 -1.407
bare charges 1% below critical scale (e): 4.772 -6.167 1.395
random clusters: 200 of 5 atoms, box 6.0 bohr, eta from 0.3 to 0.7 hartree
stable clusters: shielded 200, bare 44
clusters with a pair below its bare critical distance: 146
lowest shielded reduced eigenvalue found = 3.67e-03 hartree
collinear trio: eta = 0.50 hartree, spacing = 1.0 bohr
cubic-root J(h) = 0.4807, J(2h) = 0.3969 hartree
cubic-root neighbour pair curvature = 0.0385 hartree
form for (1,-2,1): cubic-root -0.0523, Gaussian 0.0370 hartree
cubic-root critical spacing = 1.3389 bohr
small-spacing law, computed/predicted at 0.10 bohr = 0.9988
```
